# Parabolic growth of a compound layer between saturated terminal phases, part 2

A compound layer $\beta$ grows between terminal phases $\alpha$ (left, poor in B) and $\gamma$ (right, rich in B); for PbTe these are lead and tellurium, and B is Te. We ask how its thickness $w=x_2-x_1$ grows from $w_0$ at $t=0$, where $x_1(t)$ and $x_2(t)$ are the interface positions. A prime on $x_1$, $x_2$, $w$ or $M$ is a time derivative.

$X$ is the atomic fraction of B. Local equilibrium fixes $X_\alpha<X_1<X_2<X_\gamma$: the layer's edges have $X_1$ and $X_2$, and the saturated terminal phases have $X_\alpha$ and $X_\gamma$ and carry no flux. Let $\Delta=X_2-X_1$, $g_1=X_1-X_\alpha$ and $g_2=X_\gamma-X_2$.

With $n$ atoms per volume, equal in all phases unless stated, $J$ is the flux of B along $+x$ in the frame without net atom flux, and $D$ is the layer's interdiffusion coefficient:

$$\frac{\partial X}{\partial t}=D\,\frac{\partial^2X}{\partial x^2}. \tag{3}$$

At an interface of velocity $v$, with $-$ and $+$ marking its left and right sides,

$$n\,(X_+-X_-)\,v=J_+-J_- . \tag{4}$$

For saturated terminal phases, with layer-side fluxes,

$$n\,g_1\,x_1'=J(x_1),\qquad n\,g_2\,x_2'=-J(x_2), \tag{5}$$

The quasi-steady approximation takes a straight profile, giving

$$x_1'=-\frac{D\Delta}{g_1w},\qquad x_2'=+\frac{D\Delta}{g_2w}. \tag{8}$$

Hence $ww'=\varepsilon D$ and $w^2=w_0^2+k_pt$, with $\varepsilon=\Delta(1/g_1+1/g_2)$ and $k_p=2\varepsilon D$. The left and right shares of growth are $p=g_2/(g_1+g_2)$ and $q=1-p$, so $x_1'=-pw'$, $\Delta/g_1=\varepsilon p$ and $\Delta/g_2=\varepsilon q$.

If $D$ depends on $X$, $\bar D$ replaces it in $k_p$:

$$J\,w=-n\int_{X_1}^{X_2}D(X)\,dX=-n\bar D\Delta,\qquad
\bar D=\frac1\Delta\int_{X_1}^{X_2}D\,dX. \tag{15}$$

The straight profile does not conserve the total B per unit area. With $M$ this total divided by $n$, up to a constant, and $F=D\Delta/w$,

$$\frac{M'}{F}=\left(1+\frac{\Delta}{2g_1}\right)-\left(1+\frac{\Delta}{2g_2}\right)
=\frac{\varepsilon(p-q)}2 . \tag{16}$$

For volumes per atom $\Omega$ (layer), $\Omega_\alpha$ and $\Omega_\gamma$, the consumed thicknesses are

$$h_\alpha=p\,(w-w_0)\frac{\Omega_\alpha}{\Omega},\qquad
h_\gamma=q\,(w-w_0)\frac{\Omega_\gamma}{\Omega}. \tag{17}$$

### The first correction

The motion of the edges bends the profile slightly, and the bend changes the gradients that drive the interfaces. To find the effect, measure position by the fraction $u=(x-x_1)/w$, which runs from 0 to 1 across the layer, and write $X(x,t)=Y(u,t)$. At fixed $x$,

$$\frac{\partial u}{\partial t}=-\frac{x_1'+uw'}{w}=-(u-p)\frac{w'}{w},$$

where the leading result $x_1'=-pw'$ has been used. With $\partial u/\partial x=1/w$, the diffusion equation (3) becomes

$$\frac{\partial Y}{\partial t}-(u-p)\frac{w'}{w}\frac{\partial Y}{\partial u}
=\frac{D}{w^2}\frac{\partial^2Y}{\partial u^2}. \tag{18}$$

After the initial transient the profile keeps its shape in $u$, so $\partial Y/\partial t=0$. Multiply by $w^2/D$ and use the leading result $ww'/D=\varepsilon$:

$$\frac{d^2Y}{du^2}=\varepsilon(p-u)\frac{dY}{du}. \tag{19}$$

Now write $Y=X_1+\Delta\,[u+y(u)]$, where $y$ is the small bend and $y(0)=y(1)=0$. To first order in $\varepsilon$ the slope on the right of (19) is $\Delta$, hence $y''=\varepsilon(p-u)$. Two integrations with $y(0)=0$ give

$$y=\varepsilon\left(\frac{pu^2}{2}-\frac{u^3}{6}+Cu\right),\qquad C=\frac16-\frac p2,$$

where $C$ follows from $y(1)=0$. The changes of slope at the edges are

$$y'(0)=\varepsilon C=\frac{\varepsilon(1-3p)}6,\qquad
y'(1)=\varepsilon\left(p-\frac12+C\right)=\frac{\varepsilon(3p-2)}6=\frac{\varepsilon(1-3q)}6. \tag{20}$$

In the last step $p=1-q$ was used. Each interface speed in (8) is multiplied by one plus the change of slope at its edge. Therefore

$$\frac{ww'}D=\varepsilon p\left[1+\frac{\varepsilon(1-3p)}6\right]+\varepsilon q\left[1+\frac{\varepsilon(1-3q)}6\right]
=\varepsilon\left[1+\frac{\varepsilon}{6}\bigl(1-3p^2-3q^2\bigr)\right].$$

Since $p^2+q^2=1-2pq$, the last bracket is $-2+6pq$, and

$$k_p=2\varepsilon D\left[1-\frac{\varepsilon(1-3pq)}3+O(\varepsilon^2)\right]. \tag{21}$$

The product $pq$ lies between 0 and $1/4$, so the first correction lowers $k_p$ by a fraction between $\varepsilon/12$ and $\varepsilon/3$. The smallest value belongs to equal jumps. There the inventory error (16) vanishes, but the error of the growth constant does not.

The cause can be read from (19). The slope is greatest at the plane of original contact (for $w_0=0$), which lies at $u=p$ to leading order in $\varepsilon$. As the layer stretches, composition falls at fixed points to the right of this plane and rises at fixed points to its left. B released on the right joins the leftward current, and B is retained on the left. With equal jumps, the current at both edges is therefore weaker than in the middle, and both interfaces move more slowly than a uniform current of the quasi-steady size would make them. With unequal jumps, (20) shows that an edge whose share is below $1/3$ is slightly steeper than the straight line; the loss at the other edge outweighs this gain.

### Growth at finite $\varepsilon$

The diffusion problem can also be solved without assuming that $\varepsilon$ is small. Take $w_0=0$, put the original contact at $x=0$, and try

$$X=a+b\,\mathrm{erf}\,\eta,\quad \eta=\frac{x}{2\sqrt{Dt}},\qquad
x_1=-2\lambda_1\sqrt{Dt},\quad x_2=2\lambda_2\sqrt{Dt}, \tag{22}$$

with constants $a$, $b$, $\lambda_1$ and $\lambda_2$. The derivative of $\mathrm{erf}\,\eta$ is $(2/\sqrt\pi)e^{-\eta^2}$, so

$$\frac{\partial X}{\partial x}=\frac{b\,e^{-\eta^2}}{\sqrt{\pi Dt}},\qquad
D\frac{\partial^2X}{\partial x^2}=-\frac{b\,\eta\,e^{-\eta^2}}{\sqrt\pi\,t}=\frac{\partial X}{\partial t},$$

and (3) is satisfied. The edges sit at the constant values $\eta=-\lambda_1$ and $\eta=\lambda_2$, where $X$ must be $X_1$ and $X_2$. Subtracting these two conditions gives $b(\mathrm{erf}\lambda_1+\mathrm{erf}\lambda_2)=\Delta$.

The left balance in (5) reads $g_1x_1'=-D\,\partial X/\partial x$. With $x_1'=-\lambda_1\sqrt{D/t}$, the factor $-\sqrt{D/t}$ cancels. The right balance gives the same form, so that for $i=1,2$

$$g_i\lambda_i=\frac{\Delta\,e^{-\lambda_i^2}}{\sqrt\pi\,(\mathrm{erf}\lambda_1+\mathrm{erf}\lambda_2)},\qquad
k_p=4D(\lambda_1+\lambda_2)^2. \tag{23}$$

These equations have one positive solution. They require $g_1\lambda_1e^{\lambda_1^2}=g_2\lambda_2e^{\lambda_2^2}$, which makes $\lambda_2$ an increasing function of $\lambda_1$. The remaining condition, $\sqrt\pi g_1\lambda_1e^{\lambda_1^2}(\mathrm{erf}\lambda_1+\mathrm{erf}\lambda_2)=\Delta$, has a left side that rises from zero without limit, and so it is met once.

For small $\lambda_i$, $\mathrm{erf}\lambda_i\simeq2\lambda_i/\sqrt\pi$ and (23) becomes $g_i\lambda_i\simeq\Delta/[2(\lambda_1+\lambda_2)]$. Dividing by $g_i$ and adding gives $(\lambda_1+\lambda_2)^2=\varepsilon/2$, hence $k_p=2\varepsilon D$ again. Under the stated assumptions, then, the square-root law survives at finite $\varepsilon$, and the quasi-steady approximation affects its coefficient. Parabolic data alone do not show that the profile is straight.

Two model layers show the size of the error. Both have $X_\alpha=0.10$, $X_1=0.30$, $g_2=0.55$ and $p=0.733$. The narrow one has $\Delta=0.02$ and the wide one $\Delta=0.10$.

| Quantity | narrow | wide |
|---|---:|---:|
| $\varepsilon$ | 0.136 | 0.682 |
| $k_p/D$, quasi-steady | 0.2727 | 1.3636 |
| $k_p/D$, from (23) | 0.2678 | 1.2563 |
| $k_p/D$, grid | 0.2678 | 1.2564 |
| ratio of (23) to quasi-steady | 0.982 | 0.921 |
| ratio from (21) | 0.981 | 0.906 |

The grid values come from integrating (3) and (5) on 61 points from a straight initial profile of finite thickness, without assuming (22). The true constant lies below the quasi-steady one by 1.8 % for the narrow layer and 7.9 % for the wide one. Equation (21) predicts reductions of 1.9 % and 9.4 %, so it somewhat overestimates the effect. With $g_1$ and $g_2$ held fixed and $\Delta$ halved from 0.02 to 0.01 and again to 0.005, what (21) leaves over falls by factors of 3.90 and 3.95, close to the factor 4 of a second-order remainder.

### A terminal phase that is not saturated

Suppose that $\alpha$ is thick and starts at $X_\alpha-s$, below its solubility limit. It then draws B away from the left interface. If the interface moves little compared with the diffusion length in $\alpha$, the gradient there is that of a half-space with a fixed surface composition, $s/\sqrt{\pi D_\alpha t}$, where $D_\alpha$ is the diffusivity in $\alpha$. The flux is $J_-=-ns\sqrt{D_\alpha/(\pi t)}$, and (4) gives

$$g_1x_1'=-\frac{D\Delta}{w}+s\sqrt{\frac{D_\alpha}{\pi t}} .$$

The second term opposes the growth. Insert $w=2\Lambda\sqrt{Dt}$ into $w'=x_2'-x_1'$ and divide by $\sqrt{D/t}$:

$$\Lambda=\frac{\varepsilon}{2\Lambda}-a_s,\qquad a_s=\frac s{g_1}\sqrt{\frac{D_\alpha}{\pi D}} . \tag{24}$$

Time has dropped out, so growth is still parabolic, but slower. Multiplying by $\Lambda$ gives $\Lambda^2=\varepsilon/2-a_s\Lambda$. For a small loss, $\Lambda\simeq\sqrt{\varepsilon/2}$ in the last term, and $k_p$ falls by the fraction $a_s\sqrt{2/\varepsilon}$. At fixed $s$, $g_1$ and diffusivities, a narrow compound is the more sensitive, because its own current is small.

### A slow interface reaction

Let the right interface need a departure from equilibrium to pass atoms. Its layer-side composition is then $X_2^*<X_2$, and the flux magnitude is $n\kappa(X_2-X_2^*)$, with a rate constant $\kappa$. The same flux crosses the layer, so it also equals $nD(X_2^*-X_1)/w$. Adding the two composition drops gives the flux $nD\Delta/(w+w^*)$ with $w^*=D/\kappa$. The resulting change of $g_2$ is less than $\Delta$ and is neglected, which requires $\Delta\ll g_2$. Then $(w+w^*)w'=\varepsilon D$, and for $w_0=0$

$$w^2+2w^*w=k_pt,\qquad w=\sqrt{w^{*2}+k_pt}-w^* . \tag{25}$$

A thin layer, $w\ll w^*$, grows linearly at the finite rate $k_p/(2w^*)$. A thick one approaches the parabolic law.

### PbTe between lead and tellurium

PbTe suits the model because it is the single compound of its system and has a very narrow composition range. Take $T=573$ K, $D=1\times10^{-8}$ cm²/s and $\Delta=2\times10^{-5}$, centred on $X=0.5$. The last two are rough order-of-magnitude values. The terminal solubilities are set to zero, so $g_1$ and $g_2$ are both very nearly 0.5 and $p=0.5$. Then

$$\varepsilon=2\times10^{-5}\left(\frac1{0.5}+\frac1{0.5}\right)=8\times10^{-5},$$

$$k_p=2(8\times10^{-5})(1\times10^{-8})=1.6\times10^{-12}\ \text{cm}^2/\text{s}=160\ \text{nm}^2/\text{s}.$$

After one hour $w=\sqrt{160\times3600}\ \text{nm}=759$ nm. A quarter of an hour gives 379 nm and four hours 1518 nm. At one hour the layer grows at $\varepsilon D/w=0.11$ nm/s. An initial layer of 100 nm would raise the one-hour thickness only to $\sqrt{100^2+759^2}=766$ nm.

With rough atomic volumes of 30, 34 and 34 Å$^3$ for Pb, Te and PbTe, equation (17) gives the consumed thicknesses for $w_0=0$:

$$h_{\rm Pb}=0.5(759)\frac{30}{34}=335\ \text{nm},\qquad h_{\rm Te}=0.5(759)\frac{34}{34}=379\ \text{nm}.$$

Thinner films would be exhausted within the hour. With these rough volumes the product occupies about 6 % more volume than the material consumed. This figure is a small difference of rounded numbers; room-temperature volumes of 30.3, 34.0 and 33.7 Å$^3$ give about 5 %. The resulting stress, and any cracks or voids, lie outside the model.

### How far the example can be trusted

For transport through the grains, the product $D\Delta$ is the weakest input: an error of a factor 10 in it changes the thickness by $\sqrt{10}$, about 3. The other neglected effects can be sized for this layer, with assumed parameters.

- **Non-steady diffusion** lowers $k_p$ by $\varepsilon/12$, or $7\times10^{-4}$ %, which is negligible.
- **Variable diffusivity.** If $D$ rises exponentially by a factor 10 across the range, (15) makes $k_p$ 1.24 times the value found from the mid-range $D$.
- **Undersaturated lead.** Here the solubility of Te in lead cannot be zero; suppose it is at least $10^{-3}$, and neglect the small change this makes in $g_1$. This is an assumed value and probably exceeds the real solubility of Te in solid lead; the loss scales roughly in proportion to $s$. For $s=10^{-3}$ and $D_\alpha=10^{-10}$ cm²/s, and with equal atomic densities as in (24), the estimate below (24) gives a loss of 1.78 % in $k_p$, and the corresponding similarity solution with a moving interface gives 1.83 %. Lead holds more atoms per volume than the layer, which multiplies $a_s$ by $\Omega/\Omega_\alpha=34/30$ and raises these losses to about 2.0 % and 2.1 %. All these values assume lead much thicker than its diffusion length.
- **Interface resistance** with $w^*=50$ nm reduces the one-hour thickness to 711 nm, by 6.4 %.
- **Grain boundaries.** Square columnar grains of side 200 nm with boundaries 0.5 nm wide have a boundary area fraction of about $2(0.5)/200=0.005$. Suppose that $D$ is 100 times larger there, that the currents through grains and boundaries simply add, and that the interfaces stay flat. Then $k_p$ is multiplied by $1+0.005\times99=1.50$.
- **Temperature.** If $D\Delta$ has an activation energy of 1.0 eV, an anneal 10 K hotter multiplies $k_p$ by 1.42.

If the layer is polycrystalline and its boundaries conduct faster than the grains, transport through it is not uniform. In the flat-interface estimate above, the thickness rises by a factor $\sqrt{1.50}$, about 1.2, and finer grains or faster boundaries would raise it further. The assumed ratio of 100 is modest for this temperature. With a bulk activation energy of 1.0 eV, a boundary value of 0.6 eV and equal prefactors, the ratio is about $3\times10^3$, and the same formula multiplies $k_p$ by about 17 and the thickness by about 4. Boundaries would then control the growth, and flat interfaces could no longer be taken for granted. If the grains coarsen during the anneal, the effective diffusivity changes with time and the growth need not remain parabolic. The temperature also has little room to rise: lead melts at roughly 600 K, some 27 K above the chosen anneal, and a liquid terminal phase would call for a new examination of the assumptions. The numerical output below lists the values used here.

## Computed results

```
MODEL LAYERS (round parameters, D = 1)
narrow: Xa, X1, X2, Xg = 0.10, 0.30, 0.32, 0.87
  eps = 0.1364, left share p = 0.7333
  kp/D: law 0.2727, similarity 0.2678, grid 0.2678
  true/law = 0.9819, first-order formula 0.9812
  largest bend of profile / delta = 0.0042
  B inventory error / B transferred = 0.0318
wide: Xa, X1, X2, Xg = 0.10, 0.30, 0.40, 0.95
  eps = 0.6818, left share p = 0.7333
  kp/D: law 1.3636, similarity 1.2563, grid 1.2564
  true/law = 0.9213, first-order formula 0.9061
  largest bend of profile / delta = 0.0180
  B inventory error / B transferred = 0.1591
remainder ratios on halving eps: 3.90, 3.95
PbTe BETWEEN Pb AND Te (rough inputs)
T = 573 K, D = 1.0e-08 cm2/s, delta = 2.0e-05
eps = 8.00e-05, kp = 1.60e-12 cm2/s = 160.0 nm2/s
thickness after 0.25 h = 379 nm
thickness after 1 h = 759 nm
thickness after 4 h = 1518 nm
atomic density of layer = 2.94e+22 cm^-3
flux of Te at 1 h = 7.75e+13 atoms/(cm2 s)
growth rate at 1 h = 0.1054 nm/s
1 h from initial 100 nm layer: 766 nm
atomic volumes Pb, Te, PbTe = 30, 34, 34 A^3
consumed in 1 h: Pb 335 nm, Te 379 nm
NEGLECTED EFFECTS (rough or assumed parameters)
non-steady diffusion: kp lower by 6.7e-04 %
D varying 10-fold: kp / (kp from mid-range D) = 1.236
Pb undersaturated by 1e-03, D in Pb 1e-10 cm2/s:
  kp lower by 1.83 % (estimate 1.78 %)
interface resistance worth 50 nm: 711 nm at 1 h
  thickness lower by 6.4 %
boundaries 0.5 nm wide, grains 200 nm, D ratio 100:
  kp multiplied by 1.50
10 K hotter at 1.0 eV: kp multiplied by 1.42
volume change on reaction = 6.2 %
margin to melting of Pb (rough 600 K) = 27 K
```
